**Shared ancestry and error bars in diffusion Monte Carlo**

The program tests the leading-order variance V/(NT) of a diffusion Monte Carlo energy, where N is the number of walkers, T the imaginary time of the run, and V = 2⟨δG⟩ + 2⟨bG²⟩. Here δ is the local energy minus the ground-state energy, b = max(−δ, 0) is the birth rate, and G is the time integral of the expected summed δ of a walker's descendants. The model is four noninteracting particles in a harmonic trap with a deliberately poor trial function. The program asserts that the closed form for the descendants' energy agrees with a radial grid Hamiltonian, and that the noise identity for the walker variance holds. It also asserts, within stated tolerances, that simulated pair covariances, blocked errors and the scatter of independent runs agree with the theory or with each other, and that the pair covariance vanishes without branching. In the output the real scatter exceeds the naive error by factors of 8.7 and 7.1 for target populations of 40 and 160. Doubling the time step at fixed T changes the naive error by √2 but leaves the blocked error nearly unchanged. A population bias of about 34 and 9 millihartree remains, which blocking does not detect.

## Numerical check

```python
"""Shared ancestry and error bars in diffusion Monte Carlo (DMC).

Result under test, to leading order in 1/N and for small time step:
  (N-1) * pair covariance of local energies = C = 2 int dt <b F_t^2>
  variance of a run mean = V/(N T),  V = 2 <delta G> + 2 <b G^2>
N: walkers, T: imaginary time of the run, delta = E_L - E0,
b = max(-delta, 0): birth rate, G = int F_t dt,
F_t: expected summed delta of a walker's descendants after time t,
< >: average over the mixed density (trial function * ground state).
Model: noninteracting particles in a trap of unit frequency, DIM coordinates,
trial function exp(-ALPHA r^2/2). Hartree atomic units.
"""
import numpy as np
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal
from scipy.stats import chi2

ALPHA = 0.5
DIM = 12
E0 = DIM / 2
FEEDBACK = 1.0
WINDOW = 2.0
BLOCK_TIME = 8.0
CURV = 1 - ALPHA**2


def local_energy(r2, dim=DIM):
    return 0.5 * ALPHA * dim + 0.5 * CURV * r2


def descendant_energy(t, r2, dim):
    """Closed form of F_t for the harmonic trap."""
    den = np.cosh(t) + ALPHA * np.sinh(t)
    beta = (ALPHA + np.tanh(t)) / (1 + ALPHA * np.tanh(t))
    growth = (np.exp(t) / den)**(dim / 2) * np.exp(-(beta - ALPHA) * r2 / 2)
    bracket = r2 / den**2 + dim * np.sinh(t) / den - dim / (1 + ALPHA)
    return 0.5 * CURV * growth * bracket


def theory(dim):
    s = 1 / (1 + ALPHA)
    t = np.linspace(0, 10, 601)
    r2 = np.linspace(0, s * (dim + 12 * np.sqrt(2 * dim) + 30), 2001)
    density = chi2.pdf(r2 / s, dim) / s
    delta = local_energy(r2, dim) - dim / 2
    birth = np.maximum(-delta, 0)
    f = descendant_energy(t[:, None], r2[None, :], dim)

    def average(values):
        return simpson(values * density, x=r2, axis=-1)

    slope = np.gradient(f, r2, axis=1)
    noise = average(4 * r2 * slope**2 + delta * f**2)
    g = simpson(f, x=t, axis=0)
    return {"sigma2": average(delta**2),
            "identity": simpson(noise, x=t),
            "C": 2 * simpson(average(birth * f**2), x=t),
            "serial": 2 * average(delta * g),
            "ancestry": 2 * average(birth * g**2)}


def grid_check(t):
    """Largest relative deviation of F_t from a radial grid Hamiltonian."""
    r = np.linspace(0, 12, 1001)[1:]
    h = r[1] - r[0]
    pot = (DIM - 1) * (DIM - 3) / (8 * r**2) + r**2 / 2
    w, v = eigh_tridiagonal(1 / h**2 + pot, np.full(r.size - 1, -0.5 / h**2))
    trial = r**((DIM - 1) / 2) * np.exp(-ALPHA * r**2 / 2)
    start = trial * (local_energy(r**2) - E0)
    evolved = v @ (np.exp(-t * (w - E0)) * (v.T @ start))
    keep = (r > 1) & (r < 5)
    numeric = evolved[keep] / trial[keep]
    formula = descendant_energy(t, r[keep]**2, DIM)
    return np.max(np.abs(numeric - formula)) / np.max(np.abs(formula))


def infinite_population_energy(tau):
    """Mean local energy at finite time step without population bias."""
    a2 = np.exp(-2 * ALPHA * tau)
    s = 1 / (1 + ALPHA)
    for _ in range(5000):
        s = 1 / (1 / s + tau * CURV / 2)
        s = a2 * s + (1 - a2) / (2 * ALPHA)
        s = 1 / (1 / s + tau * CURV / 2)
    return local_energy(DIM * s)


def simulate(target, runs, tau, total_time, seed, branching=True):
    """Many independent DMC runs side by side; owner = run of each walker."""
    rng = np.random.default_rng(seed)
    a = np.exp(-ALPHA * tau)
    q2 = (1 - a * a) / (2 * ALPHA)
    width2 = 1 / (1 + ALPHA) if branching else 1 / (2 * ALPHA)
    owner = np.repeat(np.arange(runs), target)
    r2 = width2 * rng.chisquare(DIM, runs * target)
    energy = local_energy(r2)
    family = np.arange(r2.size)
    count = np.full(runs, target)
    burn, steps = round(5 / tau), round(total_time / tau)
    window = round(WINDOW / tau)
    n, s1, s2 = (np.zeros((steps, runs)) for _ in range(3))
    related, unrelated, pairs_rel, pairs_all = [], [], 0.0, 0.0
    for step in range(burn + steps):
        if step == burn:
            family = np.arange(r2.size)
        size = r2.size
        # exact drift-diffusion move of the squared radius
        r2 = ((a * np.sqrt(r2) + np.sqrt(q2) * rng.standard_normal(size))**2
              + q2 * rng.chisquare(DIM - 1, size))
        new = local_energy(r2)
        if branching:
            shift = E0 - FEEDBACK * np.log(count / target)
            weight = np.exp(-tau * (0.5 * (energy + new) - shift[owner]))
            copies = (weight + rng.random(size)).astype(np.int64)
            pick = np.repeat(np.arange(size), copies)
            r2, new = r2[pick], new[pick]
            owner, family = owner[pick], family[pick]
            count = np.bincount(owner, minlength=runs)
        energy = new
        k = step - burn
        if k < 0:
            continue
        dev = energy - E0
        n[k] = count
        s1[k] = np.bincount(owner, dev, runs)
        s2[k] = np.bincount(owner, dev * dev, runs)
        if branching and (k + 1) % window == 0:
            z = (dev - np.mean(s1[k] / count)) / np.sqrt(count[owner])
            own = np.sum(z * z)
            rel = np.sum(np.bincount(family, z)**2) - own
            tot = np.sum(np.bincount(owner, z, runs)**2) - own
            related.append(rel / runs)
            unrelated.append((tot - rel) / runs)
            pairs_rel += np.sum(np.bincount(family).astype(float)**2) - z.size
            pairs_all += np.sum(count * (count - 1.0))
            family = np.arange(r2.size)
    means = s1 / n
    c = means.mean()
    squares = s2 - 2 * c * s1 + n * c * c
    var = squares.sum() / n.sum()
    result = {"tau": tau, "means": means, "energy": E0 + c, "var": var,
              "n": n.mean(), "steps": steps,
              "excess": np.mean(((s1 - n * c)**2 - squares) / n),
              "naive": np.sqrt(var / (n.mean() * steps)),
              "scatter": means.mean(axis=0).std(ddof=1)}
    result["mean_err"] = result["scatter"] / np.sqrt(runs)
    if branching:
        result["related"] = np.mean(related)
        result["unrelated"] = np.mean(unrelated)
        result["fraction"] = pairs_rel / pairs_all
    return result


def blocked_error(sim, length):
    """Error of one run from blocks, root mean square over the runs."""
    m = sim["means"]
    blocks = m.reshape(m.shape[0] // length, length, m.shape[1]).mean(axis=1)
    return np.sqrt(np.mean(blocks.var(axis=0, ddof=1)) / blocks.shape[0])


# deterministic tests of the formulas
th = theory(DIM)
grid_dev = grid_check(0.5)
assert grid_dev < 5e-3
assert abs(th["identity"] / th["sigma2"] - 1) < 0.01
assert abs(th["sigma2"] / (DIM * (1 - ALPHA)**2 / 2) - 1) < 1e-3
V = th["serial"] + th["ancestry"]
sizes = {p: theory(3 * p) for p in (1, 4, 10)}
size_ratio = [x["C"] / x["sigma2"] for x in sizes.values()]
assert size_ratio[0] < size_ratio[1] < size_ratio[2]

# stochastic tests; tolerances cover sampling noise, 1/N and time-step terms
TAU, TIME = 0.025, 40.0
small = simulate(40, 300, TAU, TIME, 11)
large = simulate(160, 80, TAU, TIME, 12)
coarse = simulate(40, 300, 2 * TAU, TIME, 13)
control = simulate(40, 300, 2 * TAU, 20.0, 14, branching=False)

assert abs(control["excess"] / control["var"]) < 0.08
for sim, tol in ((small, 0.30), (large, 0.30)):
    sim["block"] = blocked_error(sim, round(BLOCK_TIME / sim["tau"]))
    sim["V"] = sim["block"]**2 * sim["n"] * TIME
    assert abs(sim["excess"] / th["C"] - 1) < tol
    assert abs(sim["V"] / V - 1) < 0.35
    assert abs(sim["block"] / sim["scatter"] - 1) < 0.30
    assert sim["scatter"] / sim["naive"] > 4
    assert abs(sim["related"] / th["C"] - 1) < 0.40
    assert abs(sim["unrelated"]) < 0.5 * th["C"]
coarse["block"] = blocked_error(coarse, round(BLOCK_TIME / coarse["tau"]))
assert abs(coarse["block"] / small["block"] - 1) < 0.15
assert abs(coarse["naive"] / small["naive"] - np.sqrt(2)) < 0.07
assert abs(small["block"] / large["block"] - 2) < 0.4

reference = infinite_population_energy(TAU)
bias_small = small["energy"] - reference
bias_large = large["energy"] - reference
assert bias_small > 4 * small["mean_err"]
assert bias_large < 0.65 * bias_small

print(f"coordinates {DIM}, alpha {ALPHA}, exact energy {E0:.1f} hartree")
print(f"time step {TAU} a.u., run time {TIME:.0f} a.u., steps {small['steps']}")
print(f"feedback strength {FEEDBACK} hartree")
print(f"F_t: largest relative deviation from grid {grid_dev:.1e}")
print(f"sigma^2 from spread {th['sigma2']:.4f} hartree^2")
print(f"sigma^2 from noise identity {th['identity']:.4f} hartree^2")
print(f"C, formula {th['C']:.3f} hartree^2")
print(f"1 + C/sigma^2, formula {1 + th['C'] / th['sigma2']:.3f}")
print(f"V serial part {th['serial']:.3f} hartree^2 a.u. time")
print(f"V ancestry part {th['ancestry']:.3f} hartree^2 a.u. time")
print(f"V total {V:.3f} hartree^2 a.u. time")
for p, ratio in zip(sizes, size_ratio):
    print(f"{p} particles: C/sigma^2 = {ratio:.3f}")
print(f"no branching: (N-1)*correlation {control['excess']/control['var']:.3f}")
for name, sim, runs in (("N=40", small, 300), ("N=160", large, 80)):
    print(f"{name}: runs {runs}, mean population {sim['n']:.1f}")
    print(f"{name}: walker variance {sim['var']:.3f} hartree^2")
    print(f"{name}: (N-1)*pair covariance {sim['excess']:.3f} hartree^2")
    print(f"{name}: pair correlation "
          f"{sim['excess'] / sim['var'] / (sim['n'] - 1):.5f}")
    print(f"{name}: related pairs, share {100 * sim['fraction']:.2f} percent")
    print(f"{name}: related pairs give {sim['related']:.3f} hartree^2")
    print(f"{name}: other pairs give {sim['unrelated']:.3f} hartree^2")
    print(f"{name}: naive error {1000 * sim['naive']:.2f} millihartree")
    print(f"{name}: blocked error {1000 * sim['block']:.2f} millihartree")
    print(f"{name}: real scatter {1000 * sim['scatter']:.2f} millihartree")
    print(f"{name}: scatter/naive {sim['scatter'] / sim['naive']:.2f}")
    print(f"{name}: V from blocks {sim['V']:.3f} hartree^2 a.u. time")
for length in (1, 10, 40, 160, 320):
    print(f"N=160, block of {length} generations: error "
          f"{1000 * blocked_error(large, length):.2f} millihartree")
print(f"N=40, doubled step: naive {1000 * coarse['naive']:.2f} millihartree")
print(f"N=40, doubled step: blocked {1000 * coarse['block']:.2f} millihartree")
print(f"infinite-population energy {reference:.5f} hartree")
print(f"N=40: population bias {1000 * bias_small:.1f} "
      f"+- {1000 * small['mean_err']:.1f} millihartree")
print(f"N=160: population bias {1000 * bias_large:.1f} "
      f"+- {1000 * large['mean_err']:.1f} millihartree")
print("all assertions hold")
```

Printed output:

```
coordinates 12, alpha 0.5, exact energy 6.0 hartree
time step 0.025 a.u., run time 40 a.u., steps 1600
feedback strength 1.0 hartree
F_t: largest relative deviation from grid 8.4e-05
sigma^2 from spread 1.5000 hartree^2
sigma^2 from noise identity 1.5000 hartree^2
C, formula 0.826 hartree^2
1 + C/sigma^2, formula 1.551
V serial part 1.500 hartree^2 a.u. time
V ancestry part 1.070 hartree^2 a.u. time
V total 2.570 hartree^2 a.u. time
1 particles: C/sigma^2 = 0.114
4 particles: C/sigma^2 = 0.551
10 particles: C/sigma^2 = 1.755
no branching: (N-1)*correlation -0.001
N=40: runs 300, mean population 38.8
N=40: walker variance 1.509 hartree^2
N=40: (N-1)*pair covariance 0.826 hartree^2
N=40: pair correlation 0.01451
N=40: related pairs, share 12.11 percent
N=40: related pairs give 0.767 hartree^2
N=40: other pairs give 0.040 hartree^2
N=40: naive error 4.93 millihartree
N=40: blocked error 39.58 millihartree
N=40: real scatter 42.99 millihartree
N=40: scatter/naive 8.71
N=40: V from blocks 2.428 hartree^2 a.u. time
N=160: runs 80, mean population 158.6
N=160: walker variance 1.501 hartree^2
N=160: (N-1)*pair covariance 0.759 hartree^2
N=160: pair correlation 0.00321
N=160: related pairs, share 3.20 percent
N=160: related pairs give 0.784 hartree^2
N=160: other pairs give -0.225 hartree^2
N=160: naive error 2.43 millihartree
N=160: blocked error 19.58 millihartree
N=160: real scatter 17.26 millihartree
N=160: scatter/naive 7.10
N=160: V from blocks 2.433 hartree^2 a.u. time
N=160, block of 1 generations: error 2.97 millihartree
N=160, block of 10 generations: error 8.78 millihartree
N=160, block of 40 generations: error 14.57 millihartree
N=160, block of 160 generations: error 18.32 millihartree
N=160, block of 320 generations: error 19.58 millihartree
N=40, doubled step: naive 6.95 millihartree
N=40, doubled step: blocked 40.89 millihartree
infinite-population energy 5.99987 hartree
N=40: population bias 34.4 +- 2.5 millihartree
N=160: population bias 9.4 +- 1.9 millihartree
all assertions hold
```
